# Strong-coupling optical linewidth of a defect coupled to one phonon mode, part 2

A localized defect has two non-degenerate electronic states, each coupled to one harmonic mode of mass \(m\), angular frequency \(\omega\), coordinate \(Q\) and momentum \(P\). The problem is the full width at half maximum \(W\) of its optical band at temperature \(T\). Energies are in eV, temperatures in K. The Hamiltonians are

\[
H_g=\frac{P^2}{2m}+\frac{m\omega^2Q^2}{2},\qquad
H_e=E_{00}+\frac{P^2}{2m}+\frac{m\omega^2(Q-d)^2}{2}.
\]

Here \(E_{00}\) is the zero-phonon energy, \(d\) the displacement, \(S=m\omega d^2/2\hbar\) the Huang-Rhys factor and \(S\hbar\omega\) the relaxation energy in one state. Also \(x=\hbar\omega/2k_BT\), \(n=1/(e^{2x}-1)\), \(M=S\coth x\) and \(t=\tanh x\).

For a constant dipole and a thermal initial state, absorption without photon-energy factors has lines at \(E=E_{00}+p\hbar\omega\), where \(p\) is the net number of phonons added. Their weights \(W_p\) are the Fourier coefficients of \(\tilde G(\theta)\), the second factor in

\[
G(s)=e^{iE_{00}s}\exp\left[S(n+1)(e^{i\theta}-1)+Sn(e^{-i\theta}-1)\right],
\]

with \(\theta=\hbar\omega s\). The second and third cumulants are \(\kappa_2=\sigma^2=(\hbar\omega)^2M\) and \(\kappa_3=(\hbar\omega)^3S\).

For \(M\gg1\) the envelope of the lines is Gaussian, with \(W=\sqrt{8\ln2}\,\sigma\). The first correction to its width, and its peak, are

\[
W_1=W\left\{1+\frac1M\left[
\frac{9-4\ln2}{36}t^2-\frac{6-2\ln2}{24}\right]\right\},
\]

\[
E_{\rm peak}^{\rm abs}=E_{00}+S\hbar\omega-\frac{\hbar\omega}{2}\tanh x .
\]

Gaussian replica broadening of standard deviation \(\gamma\) gives a full width \(\sqrt{W^2+8\ln2\,\gamma^2}\) and a leading relative ripple \(2\exp[-2\pi^2\gamma^2/(\hbar\omega)^2]\).

Two further results are used. With \(D(\alpha)=\exp(\alpha a^\dagger-\alpha^*a)\) and \(Q=\sqrt{\hbar/2m\omega}\,(a+a^\dagger)\), the thermal average of a displacement is

\[
\langle D(\delta)\rangle=e^{-(n+1/2)|\delta|^2}.
\]

With the vertical gap \(\Delta=H_e-H_g\), the first two moments of the transition energy are \(\langle\Delta\rangle\) and \(\langle\Delta^2\rangle\) (the gap-moment argument).

The worked example has \(\hbar\omega=50\) meV, \(S=20\) and \(E_{00}=3.0\) eV.

### Temperature limits and failure

At low temperature \(\coth x\to1\), so \(W\to\sqrt{8\ln2\,S}\,\hbar\omega\). At high temperature \(\coth x=1/x+x/3+\cdots\), and

\[
W^2\simeq16\ln2\,(S\hbar\omega)k_BT .
\]

The phonon energy then enters through the relaxation energy \(S\hbar\omega\) alone. The first relative correction to \(W^2\) from the expansion of \(\coth x\) is \(x^2/3\). The squared half-height width of the envelope also contains the shape correction found above, about \(-0.38x/S\) in this limit, which is the larger of the two when \(x\) is well below \(1/S\). In this limit the slope of \(W^2\) against temperature determines the relaxation energy, but does not separate \(S\) from \(\hbar\omega\). The data must be hot enough for \(x^2/3\) to be small: in the worked example below, the slope of the formula widths between 300 and 400 K would give 0.80 eV (0.79 eV from the half-height widths of the envelope) instead of the true 1.0 eV.

The criterion for the Gaussian is \(M\gg1\). At low temperature this means \(S\gg1\). There \(\tilde G=\exp[S(e^{i\theta}-1)]\), whose series gives \(W_p=e^{-S}S^p/p!\). For \(S=0.5\) the zero-phonon weight is \(e^{-0.5}=0.61\), and this line is the strongest. The formula still returns a number, but that number is not the width of an observed peak. Within the model, heating can make \(M\) large for small \(S\), although the replicas must still merge before the envelope is observed. In practice this needs a soft mode: for \(S=0.5\), \(M=10\) requires \(k_BT\approx10\hbar\omega\), about 5800 K at 50 meV and 1200 K at 10 meV.

### Emission and photon-energy factors

For emission, assume that the mode reaches equilibrium in the upper state before the photon is emitted. Moving the coordinate origin to the upper minimum exchanges the Hamiltonians and changes the sign of \(d\). Since \(S\) contains \(d^2\), the weights \(W_p\) are unchanged. The photon energy is now \(E_{00}-p\hbar\omega\). The band is the mirror image of absorption about \(E_{00}\), with the same width and with its peak at \(E_{00}-S\hbar\omega+\tfrac12\hbar\omega t\).

With a constant dipole and refractive index, the absorption coefficient contains an additional factor \(E\), and the spontaneous photon rate per unit energy contains \(E^3\). To see their effect, let \(E_0\) be the band mean, \(z=E-E_0\), and \(q\) the power of \(E\). Then

\[
\left(1+\frac{z}{E_0}\right)^q\simeq
\exp\left(\frac{qz}{E_0}-\frac{qz^2}{2E_0^2}\right).
\]

Here \(z/E_0\) is the expansion variable. Multiplication by \(e^{\beta z}\), with \(\beta=q/E_0\), shifts the argument of the cumulant generating function by \(\beta\). The variance becomes \(\kappa_2+\beta\kappa_3\) to first order. The quadratic term adds \(q/E_0^2\) to the inverse variance. Taking half the relative change of variance gives

\[
\frac{\delta W}{W}\simeq
\frac{q\kappa_3}{2E_0\kappa_2}-\frac{q\kappa_2}{2E_0^2}.
\]

For absorption \(\kappa_3>0\), and the two terms oppose each other. For emission \(\kappa_3<0\) on the photon-energy axis, and both terms narrow the band.

### Worked example

Take the round model values \(\hbar\omega=50\) meV, \(S=20\) and \(E_{00}=3.0\) eV. The relaxation energy is \(20\times0.050=1.0\) eV, and the vertical absorption and emission energies are 4.0 and 2.0 eV.

At 300 K, \(k_BT=0.02585\) eV and \(x=0.050/(2\times0.02585)=0.967\). Thus \(\coth x=1.338\), \(M=26.76\), and

\[
\sigma=0.050\sqrt{26.76}=0.2586\ \text{eV},\qquad
W=2.355\times0.2586=0.609\ \text{eV}.
\]

The following table compares the leading formula with the half-height width found from numerical diagonalization of the two Hamiltonians. The last temperature is 85 °C.

| \(T\) (K) | \(\coth x\) | \(W\), formula (eV) | Width, numerical (eV) |
|---|---|---|---|
| 10 | 1.000 | 0.5266 | 0.5261 |
| 300 | 1.338 | 0.6091 | 0.6069 |
| 358.15 | 1.493 | 0.6435 | 0.6410 |

The extra digits serve to expose the small differences. Relative to the leading formula, the numerical widths change by \(-0.092\), \(-0.355\) and \(-0.384\) %. The first correction predicts \(-0.096\), \(-0.357\) and \(-0.384\) %. At 300 K the hot-limit formula gives 0.5355 eV, 12 % below the full formula, because \(k_BT\) is still smaller than \(\hbar\omega\).

The numerical absorption and emission envelopes peak at 3.981 and 2.019 eV. The predicted displacement from the vertical energies is \(0.025/1.338=0.0187\) eV, in agreement to the accuracy of the correction.

For the photon-energy factors, \(\kappa_2=0.0669\ \text{eV}^2\) and \(|\kappa_3|=20(0.050)^3=0.0025\ \text{eV}^3\). The estimate for absorption is \(+0.47-0.21=+0.26\) %, against \(+0.27\) % found numerically. For emission it is \(-2.8-2.5=-5.3\) %, against \(-4.7\) %. Higher terms matter more in emission because the factor \(E^3\) varies strongly across the band. This factor also moves the emission peak from 2.02 to 2.11 eV.

### Recovering the parameters from measured widths

Let \(W_0\) be a width measured in the cold limit, and let \(R=[W(T)/W_0]^2\). For the one-mode model \(R=\coth x\), which inverts to

\[
\hbar\omega=k_BT\ln\frac{R+1}{R-1},\qquad
S=\frac{W_0^2}{8\ln2\,(\hbar\omega)^2}.
\]

For the example, the formula widths give \(R=(0.6091/0.5266)^2=1.338\), and the inversion returns 50 meV and \(S=20\), as it must. The numerical half-height widths in the table, 0.5261 and 0.6069 eV, give 50.5 meV and \(S=19.6\) instead, because the band is not exactly Gaussian.

The inversion amplifies errors. Since \(dx/dR=-1/(R^2-1)\), a 1 % error in the 300 K width, with \(W_0\) held fixed, changes \(R\) by 0.027 and \(x\) by 0.034. That is 3.5 % in \(\hbar\omega\) and about 7 % in \(S\).

A temperature-independent broadening also biases the result. Suppose a Gaussian spread of zero-phonon energies has standard deviation 0.10 eV. The apparent variances at low temperature and 300 K are 0.060 and 0.0769 eV², so \(R=1.28\). The inversion then gives 54 meV and \(S=20.5\), and their product overestimates the relaxation energy by about 11 %. An independently determined static variance should be subtracted before the inversion.

### Several modes and unequal frequencies

For independent modes the characteristic functions multiply, so the variances add:

\[
\sigma^2=\sum_jS_j(\hbar\omega_j)^2\coth\frac{\hbar\omega_j}{2k_BT}.
\]

Replace the single mode by modes of 30 and 70 meV, each with \(S_j=10\). The total \(S\) and the relaxation energy stay fixed. At 300 K the variance is \(0.0172+0.0560=0.0732\ \text{eV}^2\), and the rms width rises by 4.6 %.

A one-mode fit to the cold and hot limits does not return the average phonon energy of 50 meV. It returns \(\sum S_j(\hbar\omega_j)^2/\sum S_j\hbar\omega_j=0.058/1.0\), or 58 meV. The fitted energy is an effective one, weighted towards the stiffer mode.

Now let the upper-state frequency be \(\nu\omega\), while \(d\) and the lower-state frequency stay fixed. In the dimensionless coordinate \(\xi=Q\sqrt{m\omega/\hbar}\), the minima are \(\sqrt{2S}\) apart. The \(\xi\)-dependent part of the vertical gap, divided by \(\hbar\omega\), is

\[
\frac{\nu^2-1}{2}\xi^2-\nu^2\sqrt{2S}\,\xi .
\]

The thermal average of a displacement derived in the first half shows that \(\xi\) is Gaussian. Its variance is \(v_g=\tfrac12\coth x\), the variance of \(\xi^2\) is \(2v_g^2\), and \(\xi\) and \(\xi^2\) are uncorrelated. The gap-moment argument also holds for unequal frequencies, so

\[
\frac{\sigma_{\rm abs}^2}{(\hbar\omega)^2}
=2S\nu^4v_g+\frac{(1-\nu^2)^2}{2}v_g^2 .
\]

For emission the coordinate is measured from the upper minimum. The linear slope is then \(\sqrt{2S}\), and the thermal variance is \(v_e=\coth(\nu x)/(2\nu)\). Hence

\[
\frac{\sigma_{\rm em}^2}{(\hbar\omega)^2}
=2Sv_e+\frac{(1-\nu^2)^2}{2}v_e^2 .
\]

For \(\nu=0.9\) at 300 K, the rms width falls by 19 % in absorption and rises by 8.8 % in emission. The absorption change comes mainly from the slope of the upper potential, proportional to \(\nu^2\). The emission change comes from larger fluctuations in the softer upper state. Unequal absorption and emission widths can therefore signal a frequency change, once the photon-energy factors have been removed and other causes excluded.

### Size of neglected effects and limits of the model

The example uses round model values and does not describe a particular defect. For a real centre, \(S\) and \(E_{00}\) depend on the charge state and the surroundings, so the defects in a sample need not be identical. With an illustrative static spread of 0.10 eV, the 300 K rms width rises by 7.2 %, which takes 0.61 eV to about 0.65 eV if the band stays Gaussian. A field of 3 MV/cm is near or above breakdown in many semiconductors, though good insulating films can sustain it. Acting on a dipole change of one elementary charge times 0.1 nm, it shifts the line by 0.03 eV; equal populations with either sign add 0.7 %. Replica broadening of 35 meV adds 0.9 %. Among the effects sized here, a 10 % softer upper-state mode is the largest and would reduce the absorption width to about 0.49 eV.

The model contains no coupling between the two electronic states. The vertical gap vanishes at \(Q=d(E_{00}+S\hbar\omega)/2S\hbar\omega\), where the upper potential lies \((E_{00}-S\hbar\omega)^2/4S\hbar\omega\) above its minimum. In the example this is 1.0 eV, equal to the energy \(S\hbar\omega\) left in the mode by a vertical absorption, so about half of the absorption band ends above the crossing. In a real centre nonradiative return to the lower state can then compete with relaxation in the upper state. The emission values above give the shape the band would have, not whether it is observed.

The model requires both electronic states to be localized. A transition into a band has a continuum of final electronic energies, and its spectrum must be convolved with that continuum. Electronic degeneracy allows Jahn-Teller coupling, which in general mixes electronic states; the two displaced parabolas used here are then not sufficient. Strong anharmonicity changes the thermal distribution and in general also the gap function. The gap stays linear when the anharmonic terms are the same functions of \(Q\) in both states. Two identical wells displaced by \(d\) do not meet this condition: \(c(Q-d)^3-cQ^3\) contains the term \(-3cdQ^2\). In these cases a fitted Gaussian width may still be useful as a description, but the value of \(S\) obtained from it no longer has the meaning defined above.

The numerical output lists the values for the three temperatures and for those neglected effects whose size is given above; it does not cover a continuum of final states, Jahn-Teller coupling or anharmonicity.

## Computed results

```
Phonon energy: 0.050 eV
Huang-Rhys factor S: 20.0
Zero-phonon energy: 3.00 eV
Relaxation energy S*hw: 1.000 eV
Vertical absorption energy: 4.000 eV
Vertical emission energy: 2.000 eV
Thermal energy kT at 300 K: 0.02585 eV
Bose occupation at 300 K: 0.1690
T = 10.00 K: coth factor 1.0000, M = 20.000
  standard deviation: 0.2236 eV
  FWHM, strong-coupling formula: 0.5266 eV
  FWHM, diagonalization: 0.5261 eV
  relative difference, found: -0.092 %
  relative difference, first-order formula: -0.096 %
T = 300.00 K: coth factor 1.3380, M = 26.759
  standard deviation: 0.2586 eV
  FWHM, strong-coupling formula: 0.6091 eV
  FWHM, diagonalization: 0.6069 eV
  relative difference, found: -0.355 %
  relative difference, first-order formula: -0.357 %
T = 358.15 K: coth factor 1.4934, M = 29.868
  standard deviation: 0.2733 eV
  FWHM, strong-coupling formula: 0.6435 eV
  FWHM, diagonalization: 0.6410 eV
  relative difference, found: -0.384 %
  relative difference, first-order formula: -0.384 %
Absorption envelope peak at 300 K: 3.9811 eV
Emission envelope peak at 300 K: 2.0189 eV
Emission FWHM at 300 K, diagonalization: 0.6069 eV
Hot-limit FWHM formula used at 300 K: 0.5355 eV
Weak case S = 0.5, cold: zero-phonon weight 0.6065
Changes of the 300 K width by neglected effects:
  factor E in absorption (FWHM): +0.27 %
  factor E^3 in emission (FWHM): -4.67 %
  emission peak with factor E^3: 2.1107 eV
  upper/lower frequency ratio assumed: 0.90
  softer upper mode, absorption (rms): -18.98 %
  softer upper mode, emission (rms): +8.82 %
  two modes 0.030 and 0.070 eV (rms): +4.62 %
  static disorder 0.10 eV (rms): +7.21 %
  Stark shift +/-0.030 eV at 3.0 MV/cm (rms): +0.67 %
  replica broadening 0.035 eV (FWHM): +0.93 %
  remaining relative ripple at that broadening: 1.26e-04
```
